# The Weisz limit for charged oxygen at a two-sided grain boundary: test program

```python
"""Weisz limit at a two-sided grain boundary in an n-type oxide.

Result under test: the largest density of singly charged acceptors is
    N_s = sqrt(8 eps N_d phi / q) = 2 N_d w,
with phi the barrier in volts, N_d the donor density, eps the permittivity
and w the depletion width on each side. Also tested: the electron-tail
correction, the small-grain cap N_d L, the soft cap set by the acceptor level,
and the effective barrier for tunnelling through both sides.
Band bending u is in volts and positive where electron energy is raised.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, trapezoid
from scipy.linalg import solve_banded
from scipy.optimize import brentq, minimize_scalar

q, k_B, hbar = const.e, const.k, const.hbar
eps_r, phi, N_d = 9.0, 1.0, 1e24
eps = eps_r * const.epsilon_0
mass_ratio = 0.3
mass = mass_ratio * const.m_e
T_room, T_hot = 300.0, 600.0
site_density = 1e19
small_grain = 40e-9
to_cm2 = 1e-4


def charge_limit(barrier, permittivity=eps):
    return np.sqrt(8 * permittivity * N_d * barrier / q)


def poisson_boundary(grain, temperature, half_cells=1000):
    """Nonlinear Poisson equation from mid-grain to mid-grain.

    The boundary node is pinned at phi; the sheet charge follows from the
    jump of the slope there. Returns sheet density and mid-grain bending.
    """
    VT = k_B * temperature / q
    size, mid = 2 * half_cells + 1, half_cells
    h = grain / (size - 1)
    strength = q * N_d * h**2 / eps
    cell = np.ones(size)
    cell[[0, -1]] = 0.5
    u = np.zeros(size)
    for _ in range(500):
        electrons = np.exp(-u / VT)
        residual = 2 * cell * u + strength * cell * (1 - electrons)
        residual[1:] -= u[:-1]
        residual[:-1] -= u[1:]
        residual[mid] = u[mid] - phi
        band = np.zeros((3, size))
        band[0, 1:] = -1
        band[2, :-1] = -1
        band[1] = 2 * cell + strength * cell * electrons / VT
        band[1, mid] = 1
        band[0, mid + 1] = 0
        band[2, mid - 1] = 0
        step = solve_banded((1, 1), band, -residual)
        u += step
        if np.max(np.abs(step)) < 1e-9:
            break
    else:
        raise RuntimeError("Poisson iteration did not converge")
    slope_jump = (2 * u[mid] - u[mid - 1] - u[mid + 1]) / h
    sheet = eps * slope_jump / q + N_d * h * (1 - np.exp(-phi / VT))
    return sheet, u[0]


w = np.sqrt(2 * eps * phi / (q * N_d))
N_lim = charge_limit(phi)
peak_field = 2 * phi / w

# Full two-sided Poisson solution against the closed forms, wide grains
sheet_numeric = {}
for T in (T_room, T_hot):
    sheet_numeric[T], mid_bending = poisson_boundary(300e-9, T)
    corrected = charge_limit(phi - k_B * T / q)
    assert abs(sheet_numeric[T] / corrected - 1) < 1e-3
    assert abs(sheet_numeric[T] / N_lim - 1) < 0.04
    assert abs(mid_bending) < 1e-4

# Grain narrower than two depletion widths: the donors run out
assert small_grain < 2 * w
sheet_small, mid_small = poisson_boundary(small_grain, T_room)
inner_bending = q * N_d * small_grain**2 / (8 * eps)
assert abs(sheet_small / (N_d * small_grain) - 1) < 1e-3
assert abs((phi - mid_small) / inner_bending - 1) < 1e-3

# Degeneracy: voltage lost to the electron tail with Fermi-Dirac electrons
VT_room = k_B * T_room / q
N_c = 2 * (mass * k_B * T_room / (2 * np.pi * hbar**2))**1.5
t = np.linspace(0, 8, 801)


def fermi_density(eta):
    eta = np.atleast_1d(eta)[:, None]
    integrand = 2 * t**2 / (1 + np.exp(t**2 - eta))
    return N_c * 2 / np.sqrt(np.pi) * trapezoid(integrand, t, axis=1)


eta_bulk = brentq(lambda e: fermi_density(e)[0] / N_d - 1, -10, 10)
u_grid = np.linspace(0, phi, 2001)
tail_fd = trapezoid(fermi_density(eta_bulk - u_grid / VT_room) / N_d, u_grid)
N_fd = charge_limit(phi - tail_fd)
assert VT_room < tail_fd < 2 * VT_room


# Soft cap: acceptor level meets the Fermi level at a barrier of phi
def occupied_barrier(sites, temperature):
    VT = k_B * temperature / q

    def balance(v):
        return sites / (1 + np.exp((v - phi) / VT)) - charge_limit(v)
    return brentq(balance, 1e-6, 3.0)


def free_energy(x, sites, temperature):
    """Energy per area in units of q*N_lim*(1 V), with x = N_s/N_lim."""
    n = x * N_lim
    width = n / (2 * N_d)
    field_energy = 2 * quad(
        lambda s: 0.5 * eps * (q * N_d * width * (1 - s) / eps)**2 * width,
        0, 1)[0]
    f = n / sites
    mixing = sites * (f * np.log(f) + (1 - f) * np.log1p(-f))
    total = field_energy - q * phi * n + k_B * temperature * mixing
    return total / (q * N_lim)


for sites, T in ((1e18, T_room), (1e19, T_room), (1e19, T_hot)):
    best = minimize_scalar(free_energy, bounds=(0.05, 1.5),
                           args=(sites, T), method="bounded",
                           options={"xatol": 1e-8})
    from_balance = charge_limit(occupied_barrier(sites, T)) / N_lim
    assert abs(best.x - from_balance) < 1e-4

site_cases = [(s, occupied_barrier(s, T_room)) for s in (3e16, 1e17, 1e18, 1e19)]
barrier_hot = occupied_barrier(site_density, T_hot)
assert charge_limit(site_cases[0][1]) / site_cases[0][0] > 0.999
assert charge_limit(site_cases[3][1]) / charge_limit(site_cases[1][1]) < 1.15

# Tunnelling through both sides of the parabolic barrier
E00 = 0.5 * q * hbar * np.sqrt(N_d / (mass * eps)) / q
b = E00 / (2 * VT_room)
barrier_eff = phi * np.tanh(b) / b
energy_peak = phi / np.cosh(b)**2


def total_exponent(energy):
    turning = w * (1 - np.sqrt(energy / phi))

    def kappa(x):
        excess = phi * (1 - x / w)**2 - energy
        return np.sqrt(2 * mass * q * max(excess, 0.0)) / hbar
    action = 2 * 2 * quad(kappa, 0, turning)[0]
    return energy / VT_room + action


path = minimize_scalar(total_exponent, bounds=(0.3, 0.9999), method="bounded",
                       options={"xatol": 1e-7})
assert abs(path.fun * VT_room / barrier_eff - 1) < 1e-4
assert abs(path.x / energy_peak - 1) < 2e-3

donors_in_cube = N_d * w**3
eps_shift = charge_limit(phi, 1.1 * eps) / N_lim - 1

print(f"Barrier cap: {phi:.2f} V; relative permittivity: {eps_r:.1f}")
print(f"Donor density: {N_d * 1e-6:.2e} cm^-3")
print(f"Electron mass (rough): {mass_ratio:.2f} m_e")
print(f"Permittivity: {eps:.4e} F/m")
print(f"Depletion width each side: {w * 1e9:.2f} nm")
print(f"Smallest grain for the limit, 2w: {2 * w * 1e9:.1f} nm")
print(f"Charge limit, two-sided: {N_lim * to_cm2:.3e} cm^-2")
print(f"Charge limit, two-sided: {N_lim:.3e} m^-2")
print(f"One-sided surface, same barrier: {N_d * w * to_cm2:.3e} cm^-2")
print(f"Doubly charged ions, same barrier: {N_lim / 2 * to_cm2:.3e} cm^-2")
print(f"Site density (rough): {site_density * to_cm2:.1e} cm^-2")
print(f"Charged share of sites: {100 * N_lim / site_density:.2f} %")
print(f"Peak field: {peak_field * 1e-8:.3f} MV/cm")
for T in (T_room, T_hot):
    print(f"Thermal voltage at {T:.0f} K: {k_B * T / q:.4f} V")
    print(f"  Poisson solution: {sheet_numeric[T] * to_cm2:.3e} cm^-2")
    print(f"  tail formula: {charge_limit(phi - k_B * T / q) * to_cm2:.3e} cm^-2")
    print(f"  change from simple limit: {100 * (sheet_numeric[T] / N_lim - 1):.2f} %")
print(f"Band density of states, 300 K: {N_c * 1e-6:.2e} cm^-3")
print(f"Bulk band edge above Fermi level, 300 K: {-eta_bulk * VT_room:.4f} eV")
print(f"Fermi-Dirac tail loss, 300 K: {tail_fd:.4f} V")
print(f"Limit with Fermi-Dirac tail: {N_fd * to_cm2:.3e} cm^-2")
print(f"Small grain width: {small_grain * 1e9:.0f} nm")
print(f"  charge, Poisson solution: {sheet_small * to_cm2:.3e} cm^-2")
print(f"  charge, N_d L: {N_d * small_grain * to_cm2:.3e} cm^-2")
print(f"  bending inside grain: {inner_bending:.3f} V")
print(f"  lift of grain centre: {mid_small:.3f} V")
print("Soft cap at 300 K (sites, charged in cm^-2; barrier in V):")
for sites, v in site_cases:
    print(f"  {sites * to_cm2:.1e}, {charge_limit(v) * to_cm2:.3e}; {v:.3f}")
print(f"Soft cap at 600 K, {site_density * to_cm2:.1e} cm^-2 sites:")
print(f"  charged {charge_limit(barrier_hot) * to_cm2:.3e} cm^-2; "
      f"barrier {barrier_hot:.3f} V")
print(f"Limit change for permittivity +10 %: {100 * eps_shift:.1f} %")
print(f"Tunnelling energy E00: {E00 * 1e3:.2f} meV; b at 300 K: {b:.3f}")
print(f"Most probable crossing energy, 300 K: {energy_peak:.3f} eV")
print(f"Effective barrier for current, 300 K: {barrier_eff:.3f} eV")
print(f"Mean number of donors in a cube of side w: {donors_in_cube:.1f}")
print(f"Relative fluctuation of that number: {100 / np.sqrt(donors_in_cube):.0f} %")
print(f"Mean spacing of charged oxygen: {1e9 / np.sqrt(N_lim):.1f} nm")
print("ALL CHECKS PASSED")
```

Printed output:

```
Barrier cap: 1.00 V; relative permittivity: 9.0
Donor density: 1.00e+18 cm^-3
Electron mass (rough): 0.30 m_e
Permittivity: 7.9688e-11 F/m
Depletion width each side: 31.54 nm
Smallest grain for the limit, 2w: 63.1 nm
Charge limit, two-sided: 6.308e+12 cm^-2
Charge limit, two-sided: 6.308e+16 m^-2
One-sided surface, same barrier: 3.154e+12 cm^-2
Doubly charged ions, same barrier: 3.154e+12 cm^-2
Site density (rough): 1.0e+15 cm^-2
Charged share of sites: 0.63 %
Peak field: 0.634 MV/cm
Thermal voltage at 300 K: 0.0259 V
  Poisson solution: 6.226e+12 cm^-2
  tail formula: 6.226e+12 cm^-2
  change from simple limit: -1.30 %
Thermal voltage at 600 K: 0.0517 V
  Poisson solution: 6.143e+12 cm^-2
  tail formula: 6.143e+12 cm^-2
  change from simple limit: -2.62 %
Band density of states, 300 K: 4.12e+18 cm^-3
Bulk band edge above Fermi level, 300 K: 0.0344 eV
Fermi-Dirac tail loss, 300 K: 0.0270 V
Limit with Fermi-Dirac tail: 6.222e+12 cm^-2
Small grain width: 40 nm
  charge, Poisson solution: 4.000e+12 cm^-2
  charge, N_d L: 4.000e+12 cm^-2
  bending inside grain: 0.402 V
  lift of grain centre: 0.598 V
Soft cap at 300 K (sites, charged in cm^-2; barrier in V):
  3.0e+12, 3.000e+12; 0.226
  1.0e+13, 6.266e+12; 0.987
  1.0e+14, 6.521e+12; 1.069
  1.0e+15, 6.703e+12; 1.129
Soft cap at 600 K, 1.0e+15 cm^-2 sites:
  charged 7.068e+12 cm^-2; barrier 1.256 V
Limit change for permittivity +10 %: 4.9 %
Tunnelling energy E00: 11.30 meV; b at 300 K: 0.219
Most probable crossing energy, 300 K: 0.954 eV
Effective barrier for current, 300 K: 0.984 eV
Mean number of donors in a cube of side w: 31.4
Relative fluctuation of that number: 18 %
Mean spacing of charged oxygen: 4.0 nm
ALL CHECKS PASSED
```
